Exchange energy of the uniform electron gas with the interaction erfc(μr)/r, part 2

The problem is the exchange energy per electron ε (the Fock term in the plane-wave determinant) of a three-dimensional uniform electron gas at zero temperature, with pair interaction w(r) = erfc(μr)/r and a neutralizing background. Hartree atomic units are used: energies in Ha, μ and the Fermi wave vector kF in bohr⁻¹. N electrons in volume V have density n = N/V, spin-unpolarized until part 9; σ labels spin.

n = kF³/(3π²). (1)

With w̃(q) the Fourier transform of w,

E_x/V = −½ Σ_σ ∫∫_{k,k'<kF} d³k d³k'/(2π)⁶ w̃(|k−k'|). (2)

w̃(q) = (4π/q²)(1 − e^(−q²/4μ²)). (3)

w̃(q) = π/μ² − πq²/(8μ⁴) + …, (4)

Two spheres of radius kF with centres q apart share the volume Ω. For y = q/(2kF) ≤ 1,

Ω = (4πkF³/3) O(y), O(y) = 1 − 3y/2 + y³/2. (5)

Let x = μ/kF, b = 1/x, a = x/2, E = e^(−b²) and I_j = ∫₀¹ y^j e^(−b²y²) dy. Then

ε = −(3kF/4π) F, F = (8/3) ∫₀¹ (1 − e^(−b²y²)) O(y) dy. (7)

F = 1 − (8/3)(I₀ − 3I₁/2 + I₃/2). (8)

I₀ = √π erf(b)/(2b), I₁ = (1 − E)/(2b²), I₃ = [1 − (1 + b²)E]/(2b⁴).

F = 1 − (8a/3) [√π erf(1/2a) + (2a − 4a³) e^(−1/4a²) − 3a + 4a³], (9)

The interaction erf(μr)/r gives ε_lr = −(3kF/4π)(1 − F).

Small μ/kF:

F = P(x) + R, P = 1 − (4√π/3)x + 2x² − (2/3)x⁴, (10)

R = (8/3) ∫₁^∞ e^(−b²y²) O(y) dy > 0. (11)

x⁶ e^(−1/x²)(1 − 5x²/2) < R < x⁶ e^(−1/x²). (14)

ε = −3kF/(4π) + μ/√π − 3μ²/(2πkF) + μ⁴/(2πkF³) − (3kF/4π)R. (15)

Large μ/kF, with moments M_m = ∫₀¹ y^(2m) O dy = 3/[4(2m+1)(m+1)(m+2)]:

F = 2 Σ_{m≥1} (−1)^(m+1) b^(2m)/[(m+2)!(2m+1)] (16)

The sum S_M of the first M terms t_m lies above F for odd M, below for even M, and

|F − S_M| < |t_(M+1)|, (17)

ε = −(πn/4μ²)[1 − 3kF²/(20μ²) + 3kF⁴/(140μ⁴) − …]. (18)

8. The terms read in real space

Insert w̃(|k−k'|) = ∫d³r w(r) e^(−i(k−k')·r) in (2). The two k integrals separate:

E_x/V = −½ Σ_σ ∫d³r w(r) |ρ_σ(r)|², ρ_σ(r) = ∫_{k<kF} d³k/(2π)³ e^(ik·r).

The angular average of e^(ik·r) is sin(kr)/(kr). With k = kFκ and t = kF r,

ρ_σ = (kF³/2π²) ∫₀¹ κ sin(κt)/t dκ = (kF³/2π²)(sin t − t cos t)/t³.

The last step is one partial integration. By (1), kF³/(2π²) = 3n/2, so ρ_σ = (n/2) g(t) with g = 3(sin t − t cos t)/t³ = 3j₁(t)/t. The Taylor series of sine and cosine give sin t − t cos t = t³/3 − t⁵/30 + …, so g = 1 − t²/10 + …. Summing over two spins and dividing by n,

ε = ½ ∫d³r n_x(r) w(r), n_x(r) = −(n/2) g². (19)

The function n_x is the exchange hole. It does not depend on μ, because the determinant does not. Parseval's relation gives ∫|ρ_σ|²d³r = ∫_{k<kF} d³k/(2π)³ = n/2, so (n/2)²∫g² d³r = n/2 and ∫n_x d³r = −1. In terms of t, with πn/kF² = kF/(3π),

ε = −(kF/3π) ∫₀^∞ t erfc(xt) g(t)² dt. (20)

Large μ. The interaction has range 1/μ, shorter than the hole size 1/kF, and samples the hole near r = 0, where g² = 1 − kF²r²/5 + …. The leading term is ½(−n/2)w̃(0) = −πn/(4μ²), the energy of a contact interaction of strength π/μ². For the next term, the angular average of e^(−iq·r) is 1 − q²r²/6 + …, and comparison with (4) gives ∫r²w d³r = 6π/(8μ⁴) = 3π/(4μ⁴). The relative correction is −(kF²/5)(3π/4μ⁴)/(π/μ²) = −3kF²/(20μ²), as in (18). The leading term depends only on the on-top value of the hole, which is −n/2 for any determinant of spin-up and spin-down orbitals whose two spin densities are equal at the point considered. This is why a local approximation to short-range exchange becomes accurate at large μ. Large means large compared with the local kF wherever the exchange energy lies, the atomic cores included. On Hartree–Fock densities the local value is within 1 per cent of the exact short-range exchange for He at μ = 2 bohr⁻¹, but for Ne it is still about 9 per cent too small in size at μ = 2 and 2 per cent at μ = 10.

Small μ. It is easier to look at ε_lr, whose interaction erf(μr)/r is flat over the hole, with value 2μ/√π at r = 0. Adding and subtracting that constant and using the sum rule,

ε_lr = −μ/√π + ½ ∫d³r n_x [erf(μr)/r − 2μ/√π].

The first term, with reversed sign, is the μ/√π of (15). It is independent of density because the hole always holds one electron. The bracket begins as −2μ³r²/(3√π), which suggests a next term of order μ³ times the second moment of the hole. That moment diverges. At large t, g → −3cos t/t², so g² averages to 9/(2t⁴) and n_x to −9n/(4kF⁴r⁴), and ∫r² · r⁻⁴ · r² dr grows without limit. The next term comes instead from distances of order 1/μ, where the averaged tail may be used at leading order. With τ = μr the bracket is μ[erf τ/τ − 2/√π] and dr/r² = μ dτ/τ², so the term is

½ (−9n/4kF⁴) 4π μ² J, J = ∫₀^∞ τ⁻³ h(τ) dτ, h = erf τ − 2τ/√π.

Integrate by parts twice. First, h is of order τ³ at zero and τ at infinity, so the boundary term −h/(2τ²) vanishes at both ends, and h' = (2/√π)(e^(−τ²) − 1) gives J = (1/√π)∫₀^∞(e^(−τ²) − 1)τ⁻² dτ. Second, the boundary term −(e^(−τ²) − 1)/τ vanishes at both ends and the remaining integral is ∫₀^∞(−2e^(−τ²))dτ = −√π. Hence J = −1, and the term is +9πnμ²/(2kF⁴) = 3μ²/(2πkF) in ε_lr. With reversed sign this is the μ² term of (15). The r⁻⁴ tail and the term −3y/2 in O, which is a cusp in the vector q at the origin, are the same fact seen in the two spaces. Both come from the sharp Fermi surface.

9. Spin polarization

Equation (2) is a sum over spins with no cross term. Let n_σ = n(1 ± ζ)/2. One spin fills a sphere of radius k_σ with n_σ = k_σ³/(6π²), so k_σ = kF(1 ± ζ)^(1/3), where kF is still defined by (1) from the total density. Its energy per volume is half that of an unpolarized gas with Fermi wave vector k_σ and density 2n_σ, which is n_σ ε(k_σ, μ). Dividing by n,

ε(n, ζ) = ½(1+ζ) ε(kF(1+ζ)^(1/3), μ) + ½(1−ζ) ε(kF(1−ζ)^(1/3), μ). (21)

Each spin has its own ratio μ/k_σ. Multiplying the unpolarized result by the Coulomb factor ½[(1+ζ)^(4/3) + (1−ζ)^(4/3)] is correct, for ζ ≠ 0, only at μ = 0. In the contact limit ε is linear in density, and the factor is ½[(1+ζ)² + (1−ζ)²] = 1 + ζ².

10. Where the result does not apply

The derivation used full occupation inside a sharp sphere, the replacement of sums by integrals, and three dimensions. In a finite cell the occupied k points form discrete shells, the q = 0 term −π/(2μ²V) per electron must be handled consistently with the direct term, and a cell large compared with both 1/kF and 1/μ is sufficient for the limit (9) to apply. When μ is much larger than kF the condition on 1/kF relaxes: w̃ is then nearly π/μ² for every occupied pair, and the sum over pairs, with the terms k = k' kept, gives about −πn/(4μ²) per electron even for a few electrons. The μ² term needs the hole tail out to r of order 1/μ, so it has no counterpart in an atom or small molecule whose size is less than 1/μ. There the second moment of the hole is finite and μ/√π is followed by μ³. A local approximation built on (9) thus has the right linear term but a spurious quadratic one at small μ. At finite temperature the occupations are fractional, the overlap function changes, and (5) no longer holds. Finally, (9) is not the interaction energy of the true ground state of electrons repelling through erfc(μr)/r. That needs correlation, which lowers the probability of finding two electrons of opposite spin close together. The determinant has no such hole. At fixed density this effect fades as μ grows, because the interaction becomes weak, but it fades slowly and on a scale set by μ in bohr⁻¹, not by μ/kF. For kF much smaller than μ the ratio of correlation to exchange energy tends to 1 − 4μ²a_s, where a_s is the two-electron scattering length of w and 1/(4μ²) its Born value. This is 0.13 at μ = 2 bohr⁻¹ and 0.06 at μ = 5 bohr⁻¹, and it approaches about 0.31/μ.

11. Worked example

Take as chosen inputs a uniform gas with four electrons in a cube of edge 3.61 Å, a density in the metallic range. With 1 bohr = 0.529177 Å the edge is 6.82191 bohr, and

n = 4/6.82191³ = 0.0125992 bohr⁻³, rs = 2.66598 bohr, kF = (3π²n)^(1/3) = 0.719870 bohr⁻¹.

Here rs is defined by 4πrs³/3 = 1/n. Dirac exchange is −3 × 0.719870/(4π) = −0.171856 Ha = −4.6765 eV.

Intermediate case, μ = 0.4 bohr⁻¹. Then x = 0.4/0.719870 = 0.555656, a = 0.277828 and b = 1.799676, so b² = 3.23883 and b⁴ = 10.4900. With erf(b) = 0.98907617 and E = 0.03920963,

I₀ = (√π/2) × 0.98907617/1.799676 = 0.4870577,

I₁ = (1 − 0.03920963)/(2 × 3.23883) = 0.1483236,

I₃ = (1 − 4.23883 × 0.03920963)/(2 × 10.4900) = 0.0397423.

Equation (8) gives I₀ − 3I₁/2 + I₃/2 = 0.4870577 − 0.2224853 + 0.0198712 = 0.284444, and F = 1 − (8/3) × 0.284444 = 0.24148, or 0.24148392 with all digits kept. Then ε = −0.171856 × 0.241484 = −0.0415006 Ha = −1.12929 eV, and the long-range part is −0.1303558 Ha = −3.54716 eV. About three quarters of the exchange energy has passed to the long-range side. Direct quadrature of (2) and of (20) both give −0.04150055 Ha.

The small-μ formula (15) gives −0.171856 + 0.225676 − 0.106122 + 0.010922 = −0.04138 Ha, or P = 0.24078872. The remainder is R = 6.952×10⁻⁴, about 0.3 per cent of F, inside the bounds 2.633×10⁻⁴ and 1.154×10⁻³ of (14). The full quartic is thus still good at x = 0.556, but no shorter piece of it is: the linear term alone exceeds the Dirac value and would make ε positive. The large-μ sums are 0.35987, 0.18504 and 0.26593 for M = 1, 2, 3, on alternate sides of F as (17) requires. Ten terms give 0.24147919, which agrees with F to four figures.

Small case, μ = 0.11 bohr⁻¹, roughly the size used in screened hybrid functionals. Here x = 0.152805, b = 6.544276 and E = 2.5×10⁻¹⁹. Equation (15) gives −0.171856 + 0.062061 − 0.008026 + 0.000062 = −0.117759 Ha, and the exact value is −0.11775857 Ha = −3.20437 eV with F = 0.68521499. The remainder is R = 3.03×10⁻²⁴, between 3.01×10⁻²⁴ and 3.20×10⁻²⁴, so P is exact to machine precision. Even this modest μ moves −1.47208 eV, nearly a third of the exchange energy, to the long-range side, because F starts with the steep slope −2.363272. The large-μ sums are 4.76, −25.8 and 161.2, and the tenth is −3.1×10⁶. The series converges, but with b² near 43 its terms keep growing in size until m = 39, and it is useless here.

Large case, μ = 2.0 bohr⁻¹. Here x = 2.778278, b = 0.359935, F = 0.01412017 and ε = −0.00242664 Ha = −0.06603 eV. The contact limit is −0.00247384 Ha, about 2 per cent too large in size. The sums are 0.014394813, 0.014115078 and 0.014120256. The error of the first, 0.014394813 − 0.01412017 = 2.75×10⁻⁴, is just under the second term, 0.014394813 − 0.014115078 = 2.80×10⁻⁴, so the bound (17) is nearly reached. The polynomial gives P = −29.85 with R = +29.86. The split (10) remains exact, but R is no longer a correction, and the bounds (14), −7392 and 404, are true and carry no useful information.

The short- and long-range parts are equal, F = ½, at x = 0.273137. For this density that is μ = 0.196623 bohr⁻¹. A functional for the short-range part carries most of the exchange only where the local kF exceeds μ/0.273.

Polarized gas, ζ = 0.5 and μ = 0.4 bohr⁻¹. The two radii are 0.824046 and 0.571361 bohr⁻¹, with energies −0.056500 and −0.023631 Ha, and (21) gives 0.75 × (−0.056500) + 0.25 × (−0.023631) = −0.048283 Ha. The ratio to the unpolarized value is 0.048283/0.041501 = 1.163. The Coulomb factor is (0.75 × 0.824046 + 0.25 × 0.571361)/0.719870 = 1.057 and the contact factor is 1 + 0.5² = 1.25. The true ratio lies between them, and using the Coulomb factor would give an energy too small in size by about 9 per cent of the true value.

12. What the numerical check tests

The numerical check computes each side of the key equations by a separate route. The transform (3) is compared with radial quadrature of erfc(μr)/r, the overlap (5) with Monte Carlo sampling of two spheres, and g(t) with quadrature over the Fermi sphere. The closed form (9) is compared with Gauss–Legendre quadrature of the double-sphere integral (2) over k, k' and the angle between them, which does not use the overlap formula, and with the real-space integral (20), for x from 0.15 to 10 at two densities. In 50-digit arithmetic it tests the I_j, the integral (7), the split into P and R with R taken from (11), the bounds (14), the convergence of (16) down to x = 0.35, the bound (17) for x ≥ 1, and J = −1. Symbolic algebra confirms the moments M_m for m = 0 to 8 and shows that the Taylor coefficients of (9) in b through b¹⁴ are those of (16), with the negative powers, the constant and the odd powers cancelling to that order. The spin formula (21) is tested against direct quadrature for each spin, and the unpolarized and polarized results are compared with the short-range exchange functional of the libxc code at μ = 0.3 bohr⁻¹ over four decades of density.

Values computed for the example and the checks

```
bohr = 0.529177 A, hartree = 27.21139 eV
input a0 = 3.61 A = 6.82191 bohr, 4 electrons per cell
n = 0.0125992 bohr^-3, rs = 2.66598 bohr, kF = 0.719870 bohr^-1
Dirac eps_x = -0.171856 Ha = -4.6765 eV
4 sqrt(pi)/3 = 2.363272; tail integral J = -1.0000000000
large-mu coefficients: 1/9, -1/60, 1/420, -1/3240
--- mu = 0.11 bohr^-1: x = 0.152805, a = 0.076403, b = 6.544276
erf(b) = 1.00000000, exp(-b^2) = 2.513244e-19
I0 = 0.13542017, I1 = 0.01167473, I3 = 0.00027260
F = 0.68521499; eps_sr = -0.11775857 Ha = -3.20437 eV
eps_lr = -0.05409781 Ha = -1.47208 eV
quadrature eps_sr: k space -0.11775857 Ha, real space -0.11775857 Ha
small-mu terms (Ha): 0.062061, -0.008026, 0.000062
P = 0.68521499, R = 3.0265e-24
R bounds: lower 3.0126e-24, upper 3.1994e-24
large-mu sums M=1,2,3,10: 4.7586158, -25.811357, 161.22247, -3138451.2
contact limit -pi n/(4 mu^2) = -0.81779847 Ha
--- mu = 0.4 bohr^-1: x = 0.555656, a = 0.277828, b = 1.799676
erf(b) = 0.98907617, exp(-b^2) = 3.920963e-02
I0 = 0.48705769, I1 = 0.14832355, I3 = 0.03974232
F = 0.24148392; eps_sr = -0.04150055 Ha = -1.12929 eV
eps_lr = -0.13035583 Ha = -3.54716 eV
quadrature eps_sr: k space -0.04150055 Ha, real space -0.04150055 Ha
small-mu terms (Ha): 0.225676, -0.106122, 0.010922
P = 0.24078872, R = 6.9520e-04
R bounds: lower 2.6326e-04, upper 1.1541e-03
large-mu sums M=1,2,3,10: 0.35987032, 0.18503635, 0.26593035, 0.24147919
contact limit -pi n/(4 mu^2) = -0.06184601 Ha
--- mu = 2.0 bohr^-1: x = 2.778278, a = 1.389139, b = 0.359935
erf(b) = 0.38926542, exp(-b^2) = 8.784878e-01
I0 = 0.95844347, I1 = 0.46896619, I3 = 0.22942150
F = 0.01412017; eps_sr = -0.00242664 Ha = -0.06603 eV
eps_lr = -0.16942974 Ha = -4.61042 eV
quadrature eps_sr: k space -0.00242664 Ha, real space -0.00242664 Ha
small-mu terms (Ha): 1.128379, -2.653060, 6.826174
P = -29.84838988, R = 2.9863e+01
R bounds: lower -7.3922e+03, upper 4.0401e+02
large-mu sums M=1,2,3,10: 0.014394813, 0.014115078, 0.014120256, 0.01412017
contact limit -pi n/(4 mu^2) = -0.00247384 Ha
F = 1/2 at x = 0.273137, i.e. mu = 0.196623 bohr^-1
zeta = 0.5: kF_up = 0.824046, kF_dn = 0.571361 bohr^-1
mu = 0.4: eps(kF_up) = -0.056500 Ha, eps(kF_dn) = -0.023631 Ha
mu = 0.4, zeta = 0.5: eps_sr = -0.048283 Ha
x = 100: exact F = 1.1110944447e-05, double-precision closed form = 1.1112851401e-05
x = 100: rel. error closed form 1.7e-04, 2-term series 2.1e-10
```
